# Onsager's Equation for Polar Liquids and the Spurious Lorentz Transition

## 1. Rigid dipoles: the difference in one line

Consider a liquid of \(N\) molecules per unit volume, each carrying a fixed dipole moment \(\mu\) and having no polarizability. Hartree atomic units are used, with \(4\pi\varepsilon_0=1\); temperatures are in kelvin. The macroscopic field \(E\), the polarization \(P\) and the static relative permittivity \(\varepsilon\) are related by

\[
(\varepsilon-1)E=4\pi P .
\]

Let a field \(H\) orient the dipoles. The energy is \(-\mu H\cos\theta\), and for \(x=\mu H/kT\ll1\) the Boltzmann factor is \(1+x\cos\theta\). With \(c=\cos\theta\),

\[
\langle c\rangle=\frac{\int_{-1}^{1}c(1+xc)\,dc}{\int_{-1}^{1}(1+xc)\,dc}
=\frac{2x/3}{2}=\frac{\mu H}{3kT}.
\]

Hence \(P=N\mu^2H/(3kT)\). Define the dimensionless coupling

\[
y=\frac{4\pi N\mu^2}{9kT},\qquad\text{so that}\qquad (\varepsilon-1)E=3yH .
\]

Everything now depends on \(H\). The Lorentz field, derived in Section 2, is \((\varepsilon+2)E/3\). It gives

\[
\varepsilon-1=y(\varepsilon+2),\qquad \varepsilon=\frac{1+2y}{1-y},
\]

which diverges at \(y=1\). Onsager's choice is the field in an empty spherical cavity, \(3\varepsilon E/(2\varepsilon+1)\), derived in Section 3. It gives

\[
(\varepsilon-1)(2\varepsilon+1)=9y\varepsilon .
\]

At \(y=1\) this is \(2\varepsilon^2-10\varepsilon-1=0\), whose positive root is \((10+\sqrt{108})/4\approx5.1\). Nothing diverges. The Lorentz field grows in proportion to \(\varepsilon\) when \(\varepsilon\) is large, so polarization reinforces its own cause without limit. The cavity field stays below \(3E/2\).

For weak coupling the theories agree. Put \(\varepsilon=1+\delta\) and write Onsager's relation as \(2\varepsilon-1-1/\varepsilon=9y\). Expanding \(1/\varepsilon\) gives \(3\delta-\delta^2+\delta^3-\dots=9y\), hence \(\delta=3y+3y^2-3y^3+\dots\). The Lorentz result is \(\delta=3y+3y^2+3y^3+\dots\). For rigid dipoles they first differ at third order.

Real molecules are also polarizable. The reaction field then changes both their moment and the torque on them, and the remaining sections include this.

## 2. The Lorentz field and its transition

Cut an imaginary sphere out of a uniformly polarized medium. A uniformly polarized sphere is equivalent to two balls of charge density \(\pm\rho\), displaced by \(\mathbf d\), with \(\mathbf P=\rho\mathbf d\). The field inside one ball is \(4\pi\rho\mathbf r/3\) from its centre, so the pair gives

\[
\frac{4\pi\rho}{3}\left[(\mathbf r-\mathbf d/2)-(\mathbf r+\mathbf d/2)\right]=-\frac{4\pi}{3}\mathbf P .
\]

Subtracting this contribution from the macroscopic field leaves \(\mathbf E+4\pi\mathbf P/3\) at the centre. If the nearby molecules are replaced by equal average dipoles in an isotropic arrangement, their own fields average to zero there. The Lorentz field is therefore

\[
F=E+\frac{4\pi P}{3}=E+\frac{\varepsilon-1}{3}E=\frac{\varepsilon+2}{3}E .
\]

Give each molecule an isotropic polarizability \(\alpha\), and define \(\varepsilon_\infty\) by

\[
\frac{\varepsilon_\infty-1}{\varepsilon_\infty+2}=\frac{4\pi N\alpha}{3}.
\]

This is the permittivity the liquid would have with \(\mu=0\). Letting \(F\) both induce and orient gives \(P=N[\alpha+\mu^2/(3kT)]F\). Multiply by \(4\pi/3\) and use \(4\pi P/3=(\varepsilon-1)E/3\):

\[
\frac{\varepsilon-1}{\varepsilon+2}=\frac{\varepsilon_\infty-1}{\varepsilon_\infty+2}+y .
\]

The left side reaches 1 when \(\varepsilon\to\infty\). Since \(1-(\varepsilon_\infty-1)/(\varepsilon_\infty+2)=3/(\varepsilon_\infty+2)\), the divergence occurs at

\[
y_c=\frac{3}{\varepsilon_\infty+2},\qquad
kT_c=\frac{4\pi N\mu^2(\varepsilon_\infty+2)}{27}.
\]

Below \(T_c\) the same mean-field theory predicts polarization at zero macroscopic field \(E\). This condition holds in a long needle polarized along its axis or in a sample between shorted electrodes. It is not in general the same as zero applied field: in an isolated, uniformly polarized sphere \(E=-4\pi P/3\), so \(F=0\) and no uniform polarization appears. For arbitrary field strength, the orientation integral is \(\int_{-1}^{1}e^{xc}dc=2\sinh x/x\). The logarithmic derivative gives \(\langle c\rangle=L(x)=\coth x-1/x\). At \(E=0\), \(F=4\pi P/3\), so

\[
\frac{3}{\varepsilon_\infty+2}F=\frac{4\pi N\mu}{3}L\!\left(\frac{\mu F}{kT}\right).
\]

With \(x=\mu F/kT\ne0\), division by \(F\) turns this into

\[
\frac{3}{\varepsilon_\infty+2}=3y\,\frac{L(x)}{x},\qquad
\frac{L(x)}{x}=\sum_{n=1}^{\infty}\frac{2}{x^2+n^2\pi^2}.
\]

The series shows that \(L(x)/x\) falls steadily from \(1/3\) to zero as \(x\) grows from zero. A nonzero solution therefore exists if and only if \(y>y_c\), that is, for \(T<T_c\).

## 3. Cavity field and reaction field

Onsager's model places one molecule, as a point dipole, at the centre of an empty sphere of radius \(a\). Outside is a linear, isotropic continuum with the liquid's own static \(\varepsilon\). The sphere has the volume available to one molecule:

\[
\frac{4\pi}{3}Na^3=1 .
\]

Both fields follow from Laplace's equation. A potential proportional to \(\cos\theta\) has radial parts \(r\) and \(r^{-2}\). At \(r=a\) the potential is continuous, and so is \(\varepsilon\,\partial\phi/\partial r\), because the surface carries no free charge.

**Cavity field.** Without the molecule, but with an applied macroscopic field \(E\),

\[
\phi_{\rm in}=-Gr\cos\theta,\qquad
\phi_{\rm out}=\left(-Er+\frac{C}{r^2}\right)\cos\theta .
\]

Continuity of the potential gives \(C=(E-G)a^3\). The normal condition is

\[
-G=\varepsilon\left(-E-\frac{2C}{a^3}\right),
\]

or \(G=\varepsilon(3E-2G)\). Hence

\[
G=\frac{3\varepsilon}{2\varepsilon+1}E .
\]

**Reaction field.** Now put a total dipole \(m\) at the centre and set the applied field to zero:

\[
\phi_{\rm in}=\left(\frac{m}{r^2}-Rr\right)\cos\theta,\qquad
\phi_{\rm out}=\frac{B}{r^2}\cos\theta .
\]

The uniform field \(R\) comes from the medium polarized by the dipole. Continuity gives \(B=m-Ra^3\). The normal condition is \(2m/a^3+R=2\varepsilon B/a^3\). Substituting \(B\) and multiplying by \(a^3\),

\[
2m+Ra^3=2\varepsilon m-2\varepsilon Ra^3 .
\]

Collecting terms,

\[
\mathbf R=f\mathbf m,\qquad
f=\frac{2(\varepsilon-1)}{(2\varepsilon+1)a^3}.
\]

The reaction field is parallel to the total moment. Using the static \(\varepsilon\) here assumes that the medium is in equilibrium with each orientation of the molecule.

A direct numerical solution of the radial equation at \(\varepsilon=5\) gives \(G/E=1.3636\) and \(Ra^3/m=0.7272\), in agreement with the formulas within the asserted relative tolerance of \(10^{-3}\).

## 4. Which field turns the molecule?

Let \(\mathbf u\) be the unit vector along the permanent dipole and \(\mathbf p\) the induced moment. Then \(\mathbf m=\mu\mathbf u+\mathbf p\), and the local field \(\mathbf G+f\mathbf m\) induces

\[
\mathbf p=\alpha(\mathbf G+f\mathbf m).
\]

Solving for the total moment,

\[
\mathbf m=\frac{\mu\mathbf u+\alpha\mathbf G}{1-f\alpha}.
\]

The denominator must be positive. From the definitions of \(a\) and \(\varepsilon_\infty\), \(\alpha/a^3=(\varepsilon_\infty-1)/(\varepsilon_\infty+2)\), so

\[
f\alpha=\frac{2(\varepsilon-1)}{2\varepsilon+1}\,
\frac{\varepsilon_\infty-1}{\varepsilon_\infty+2}<1
\]

for \(\varepsilon,\varepsilon_\infty\ge1\), since each fraction is below one.

The orientation energy needs care, because the medium and the induced moment both adjust. Building up the moment from zero, with the external sources fixed, changes the field energy by \(-\int(\mathbf G+f\mathbf m')\cdot d\mathbf m'\). Adding the energy stored in the induced dipole gives

\[
W=\frac{p^2}{2\alpha}-\mathbf m\cdot\mathbf G-\frac f2m^2 .
\]

The factor \(1/2\) arises because the reaction field grows along with the moment. Setting \(\partial W/\partial\mathbf p=0\) recovers the induction law, and the second derivative \(1/\alpha-f\) is positive, so this is a minimum.

To evaluate it, replace \(\mathbf p/\alpha\) by \(\mathbf G+f\mathbf m\):

\[
\begin{aligned}
W&=\tfrac12\mathbf p\cdot\mathbf G+\tfrac f2\mathbf p\cdot\mathbf m
-\mathbf m\cdot\mathbf G-\tfrac f2m^2\\
&=-\mu\mathbf u\cdot\mathbf G-\tfrac12\mathbf p\cdot\mathbf G
-\tfrac f2\mu\mathbf u\cdot\mathbf m .
\end{aligned}
\]

The solution for \(\mathbf m\) also gives \(\mathbf p=\alpha(\mathbf G+f\mu\mathbf u)/(1-f\alpha)\). Each of the last two terms then contributes \(-\tfrac12f\alpha\mu\,\mathbf u\cdot\mathbf G/(1-f\alpha)\) to the angular part. Therefore

\[
W=-\mu^*\mathbf u\cdot\mathbf G+\text{constant},\qquad
\mu^*=\frac{\mu}{1-f\alpha},
\]

because \(1+f\alpha/(1-f\alpha)=1/(1-f\alpha)\). The constant does not depend on \(\mathbf u\). Classical thermal fluctuations of \(\mathbf p\) about the minimum have a curvature independent of \(\mathbf u\), so they do not alter the orientation average.

The torque gives the same result. On the whole moment it is

\[
\mathbf m\times(\mathbf G+f\mathbf m)=\mathbf m\times\mathbf G
=\mu^*\mathbf u\times\mathbf G .
\]

The reaction field enlarges the moment on which \(\mathbf G\) acts, but it supplies no preferred direction of its own. In the weak-field regime,

\[
\langle\mathbf u\rangle=\frac{\mu^*\mathbf G}{3kT}.
\]

## 5. Onsager's equation

It is convenient to write \(\mu^*G=\mu H\), where \(H\) is the effective orienting field for the bare dipole. First simplify the denominator:

\[
1-f\alpha=
\frac{(2\varepsilon+1)(\varepsilon_\infty+2)-2(\varepsilon-1)(\varepsilon_\infty-1)}
{(2\varepsilon+1)(\varepsilon_\infty+2)} .
\]

In the numerator the products \(2\varepsilon\varepsilon_\infty\) cancel, leaving \(6\varepsilon+3\varepsilon_\infty\). Thus

\[
H=\frac{G}{1-f\alpha}
=\frac{3\varepsilon E}{2\varepsilon+1}\,
\frac{(2\varepsilon+1)(\varepsilon_\infty+2)}{3(2\varepsilon+\varepsilon_\infty)}
=\frac{\varepsilon(\varepsilon_\infty+2)}{2\varepsilon+\varepsilon_\infty}E .
\]

This is smaller than \((\varepsilon_\infty+2)E/2\) for every finite \(\varepsilon\).

Next find the mean internal field. Since \(\langle m\rangle=P/N\), \(P=(\varepsilon-1)E/4\pi\) and \(1/N=4\pi a^3/3\),

\[
f\langle m\rangle=\frac{2(\varepsilon-1)}{(2\varepsilon+1)a^3}\,
\frac{4\pi a^3}{3}\,\frac{(\varepsilon-1)E}{4\pi}
=\frac{2(\varepsilon-1)^2}{3(2\varepsilon+1)}E .
\]

Adding the cavity field,

\[
G+f\langle m\rangle
=\frac{9\varepsilon+2(\varepsilon-1)^2}{3(2\varepsilon+1)}E
=\frac{(2\varepsilon+1)(\varepsilon+2)}{3(2\varepsilon+1)}E
=\frac{\varepsilon+2}{3}E .
\]

With the cavity volume set to \(1/N\), the mean internal field in Onsager's model is the Lorentz field; for another cavity radius at the same \(N\) and \(\alpha\) the two differ. Induction is linear in the local field, so the mean induced moment is correctly given by \(\alpha F\). Orientation is different. The reaction field splits as \(f\mathbf m=f\mu^*\mathbf u+f\alpha\mathbf G/(1-f\alpha)\). The second term stays along \(\mathbf G\) and is exactly the difference \(H-G\), so it is already counted in \(H\). The first term is always parallel to the permanent dipole and exerts no torque on that dipole, yet its average contributes to \(F\). The Lorentz theory treats this average as an external aligning field.

The polarization is therefore

\[
P=N\left(\alpha\frac{\varepsilon+2}{3}E+\frac{\mu^2}{3kT}H\right).
\]

Multiply by \(4\pi/E\), insert \(\varepsilon_\infty\) and \(y\), and move the induced part to the left:

\[
\varepsilon-1-\frac{(\varepsilon_\infty-1)(\varepsilon+2)}{\varepsilon_\infty+2}
=3y\frac{H}{E}.
\]

Over the common denominator, the left numerator is \((\varepsilon-1)(\varepsilon_\infty+2)-(\varepsilon_\infty-1)(\varepsilon+2)=3(\varepsilon-\varepsilon_\infty)\). Hence

\[
\frac{3(\varepsilon-\varepsilon_\infty)}{\varepsilon_\infty+2}
=3y\frac{\varepsilon(\varepsilon_\infty+2)}{2\varepsilon+\varepsilon_\infty},
\]

which is Onsager's equation:

\[
\boxed{\frac{(\varepsilon-\varepsilon_\infty)(2\varepsilon+\varepsilon_\infty)}
{\varepsilon(\varepsilon_\infty+2)^2}
=\frac{4\pi N\mu^2}{9kT}}
\]

## 6. Why no finite-temperature divergence remains

Expand the numerator and divide by \(\varepsilon\):

\[
2\varepsilon-\varepsilon_\infty-\frac{\varepsilon_\infty^2}{\varepsilon}
=y(\varepsilon_\infty+2)^2 .
\]

For \(\varepsilon>0\), the left side has derivative \(2+\varepsilon_\infty^2/\varepsilon^2>0\). It vanishes at \(\varepsilon=\varepsilon_\infty\) and grows without bound. Each finite \(y\ge0\) therefore has one positive root, which satisfies \(\varepsilon\ge\varepsilon_\infty\). With \(b=\varepsilon_\infty+y(\varepsilon_\infty+2)^2\),

\[
2\varepsilon^2-b\varepsilon-\varepsilon_\infty^2=0,\qquad
\varepsilon=\frac{b+\sqrt{b^2+8\varepsilon_\infty^2}}{4}.
\]

At fixed density and low temperature, \(\varepsilon\to b/2\), which grows as \(1/T\) with no pole at finite \(T\). The allowed field range shrinks as well, because linear response requires \(\mu^*G\ll kT\).

For \(\mu=0\), both theories give \(\varepsilon=\varepsilon_\infty\). For small \(y\), put \(\varepsilon=\varepsilon_\infty+\delta\). Onsager's equation becomes \(3\delta/(\varepsilon_\infty+2)^2=y\) to first order. The Lorentz equation gives the same relation, since the derivative of \((\varepsilon-1)/(\varepsilon+2)\) is \(3/(\varepsilon+2)^2\). Both yield

\[
\varepsilon-\varepsilon_\infty\approx\frac{y(\varepsilon_\infty+2)^2}{3}.
\]

The result does not prove that dipolar fluids cannot become ferroelectric. The model assumes an isotropic medium that is unpolarized at \(E=0\), and it omits specific correlations between neighbours. What has been shown is that, within this model, the linear response has no divergence at finite temperature.

## 7. A liquid with parameters of water's rough size

Take \(\mu=0.73\) a.u., a volume of 200 bohr³ per molecule, \(\varepsilon_\infty=1.8\) and \(T=300\) K. These are rounded model parameters. The cavity radius is 3.628 bohr, \(\alpha=10.05\) bohr³ and \(kT=9.5004\times10^{-4}\) hartree. The coupling is

\[
y=\frac{4\pi(0.73)^2}{9(200)(9.5004\times10^{-4})}=3.916 .
\]

The Lorentz threshold is \(y_c=3/3.8=0.789\), so at fixed density

\[
T_c=300\ \text{K}\times\frac{3.916}{0.7895}\approx1488\ \text{K}.
\]

The Lorentz theory thus makes this liquid ferroelectric at room temperature. Setting \(\alpha=0\) at the same \(\mu\) and density lowers the transition to about 1175 K, but does not remove it.

The predicted spontaneous polarization at 300 K is 0.00429 a.u., larger than \(N\mu=0.00365\) a.u. The excess is induced polarization. The local field is \(4\pi P/3\approx0.0180\) a.u., so \(N\alpha F\approx0.0009\) a.u.; the permanent dipoles, incompletely aligned, supply about 0.0034 a.u.

The linear Lorentz formula gives \(\varepsilon=-2.96\) at 300 K. This belongs to the unpolarized solution below \(T_c\), not to the response of the polarized state.

For Onsager's equation, \(b=1.8+3.916(3.8)^2=58.35\), and

\[
\varepsilon=\frac{58.35+\sqrt{58.35^2+8(1.8)^2}}{4}=29.2 .
\]

An average over orientations of self-consistently polarized molecules gives the same value. The reaction field raises the dipole to \(\mu^*=0.73/(1-0.1999)=0.912\) a.u.

The internal field shows where the Lorentz theory's transition comes from. Relative to \(E\), the cavity field is 1.47 and the mean reaction field 8.93; their sum is the Lorentz value, 10.41. The effective orienting field, including the enhanced dipole, is \(H/E=1.4748\times0.9124/0.73=1.84\). The Lorentz theory replaces 1.84 by 10.41 at this permittivity.

At 1500 K, just above the Lorentz transition, the Lorentz permittivity is about 476 and Onsager's is 6.8. At 3000 K they are 5.5 and 4.1. The difference narrows, but \(y=0.39\) is not yet in the weak-coupling limit: the first-order formula gives 3.7.

Water's measured permittivity is roughly 80, so 29 is not a quantitative prediction for water. With the other parameters fixed, reaching 80 would require \(\mu^2\) to be larger by a factor of 2.8. Parallel correlation between neighbouring dipoles, which the model omits, would act in that direction. This calculation does not determine how much of the shortfall it explains; the point dipole, the spherical cavity and the choices of \(a\) and \(\varepsilon_\infty\) also matter.

## 8. Implementation

1. Convert the temperature to \(kT\) in hartree and compute \(y\) with the density at that temperature. In SI units, replace \(\mu^2\) by \(\mu^2/(4\pi\varepsilon_0)\) and, in step 2, \(\alpha\) by \(\alpha/(4\pi\varepsilon_0)\).
2. If \(\alpha\) is supplied, set \(s=4\pi N\alpha/3\), require \(0\le s<1\), and use \(\varepsilon_\infty=(1+2s)/(1-s)\). If \(\varepsilon_\infty\) is supplied, obtain \(\alpha\) from its definition. Independent values of both would generally violate the assumptions used here.
3. Compute \(b\) and take the root with the plus sign. Both terms in its numerator are positive, so there is no cancellation.
4. Use the gas-phase \(\mu\), not \(\mu^*\), in \(y\). The equation already includes the enhancement, and inserting \(\mu^*\) would count it twice.
5. Check the field strength. For \(\mu^*G/kT\le0.1\) in the example, \(E\) must not exceed about \(7\times10^{-5}\) a.u. With \(x=\mu^*G/kT\), expanding \(\coth x\) gives \(L(x)=x/3-x^3/45+\dots\), so the mean orientation falls below its linear value \(x/3\) by the fraction \(x^2/15\) of that value: at most about \(0.1^2/15\), or 0.07%. This test concerns only the applied field. The molecule's own field in the medium just outside the cavity, on the dipole axis, is \(2B/a^3=6\mu^*/[(2\varepsilon+1)a^3]\approx1.9\times10^{-3}\) a.u. in the example, about 27 times the limit, and it falls below the limit only beyond about \(3a\). Near the cavity, the linear continuum of Section 3 is therefore an assumption of the model that these parameters do not satisfy.

The numerical output below gives the field comparisons and the full temperature series. There the linear Lorentz-field permittivity is labelled "Debye eps"; its negative values below \(T_c\) belong to the unpolarized solution and are only formal.

## Table of computed values

```
INPUTS (rounded, rough size of water)
permanent dipole mu = 0.73 a.u.
volume per molecule = 200 bohr^3
eps_inf = 1.8 (dimensionless)
temperature = 300 K
thermal energy kT = 9.5004e-04 hartree
cavity radius a = 3.628 bohr
polarizability alpha = 10.05 bohr^3
coupling y = 3.916 (dimensionless)
FIELD FACTORS, numerical radial solution | formula
eps=5: G/E = 1.36358 | 1.36364
eps=5: R a^3/m = 0.72724 | 0.72727
eps=30: G/E = 1.47535 | 1.47541
eps=30: R a^3/m = 0.95078 | 0.95082
LORENTZ FIELD AS ORIENTING FIELD
critical coupling y_c = 0.7895
transition temperature, formula = 1488.1 K
transition temperature, from order parameter = 1488.1 K
transition temperature with alpha = 0 = 1174.8 K
spontaneous polarization at 300 K = 0.00429 a.u.
N mu (all permanent dipoles aligned) = 0.00365 a.u.
formal Debye eps at 300 K = -2.960
ONSAGER AT 300 K
eps from Onsager's equation = 29.229
eps from orientation average = 29.229
reaction factor f = 0.01989 bohr^-3
f alpha = 0.1999 (dimensionless)
enhanced dipole mu* = 0.9124 a.u.
reaction field f mu* = 0.01814 a.u.
cavity field G/E = 1.4748
mean reaction field/E = 8.9348
sum of the two/E = 10.4096
Lorentz field/E = 10.4096
factor on mu^2 needed for eps = 80: 2.80
TEMPERATURE TABLE, fixed density: T, Onsager eps, Debye eps
300 K: 29.229, -2.960
600 K: 15.144, -4.567
1000 K: 9.552, -9.786
1400 K: 7.184, -62.407
1500 K: 6.793, 475.765
2000 K: 5.439, 12.846
3000 K: 4.120, 5.540
```
